Fast marching for arrival times of fronts with positive isotropic speed

**1. What symmetry fixes**

An etch or growth front sweeps through a film. Let T(x) be the time at which it first reaches the point x. On a square grid of spacing h, suppose T at one node of a two-dimensional grid is to be found from two neighbours, one on each axis, with arrival times a and b. If the front speed at the node is F, the other datum is the time to cross one cell,

s = h/F.

The answer is a function U(a, b, s) of three times, restricted by three requirements. Starting the clock c earlier adds c to every arrival time, so U(a+c, b+c, s) = U(a, b, s) + c. Changing the unit of time multiplies everything by the same factor, so U(λa, λb, λs) = λU(a, b, s) for λ > 0. For a speed without preferred direction the two axes are equivalent, so U(a, b, s) = U(b, a, s). Subtracting the smaller time and dividing by s then gives

U = min(a, b) + s φ(δ),  δ = |a − b|/s.

One function of one variable remains. If φ is positive, the node is later than its earliest neighbour. Section 2 finds φ, and Section 3 shows that the equations can then be solved in order of arrival.

The assumptions are these. The speed F(x) is positive and depends on position only. The front moves along its normal, away from the region already swept. Arrival times are prescribed on a set of source nodes, and every other node is connected to a source through the grid. Under these conditions fast marching solves the first-order upwind equations, with each node accepted once. It solves the grid equations, not the differential equation; the difference is estimated in Section 5.

**2. The upwind equation and its root**

The front at time t is the level set T = t, with unit normal n = ∇T/|∇T|. A step ds along n raises T by |∇T| ds, and the front needs the time ds/F for it. Hence

F |∇T| = 1.

A first arrival is carried from earlier points to later ones, so each derivative is formed with the earlier neighbour. Let a_i be the smaller of the two neighbour values on axis i, a missing neighbour counting as infinite. Replacing |∂_i T| by max(T − a_i, 0)/h and multiplying the squared equation by h² gives, in d dimensions,

Σ_i max(T − a_i, 0)² = s².  (1)

As a function of T the left side is zero up to the smallest a_i, and beyond it rises continuously and strictly without bound. There is therefore one root. It exceeds the smallest a_i, and a neighbour with a_i ≥ T contributes nothing. This is the causality of the scheme: the root depends on earlier values only. Each of the d terms is at most (T − min a)², so d (T − min a)² ≥ s² and

T ≥ min a + s/√d.

In two dimensions let a ≤ b. If both terms are active,

(T − a)² + (T − b)² = s²,
2T² − 2(a + b)T + a² + b² − s² = 0.

The quantity under the root is (a + b)² − 2(a² + b² − s²) = 2s² − (a − b)². Since T exceeds both a and b, 2T > a + b, which selects the plus sign:

T = [a + b + √(2s² − (a − b)²)]/2.  (2)

This requires T > b, that is √(2s² − (b − a)²) > b − a, or b − a < s. Otherwise only the first term is active and T = a + s. Subtracting a and dividing by s gives the function left open by symmetry:

φ(δ) = [δ + √(2 − δ²)]/2 for δ < 1,  φ(δ) = 1 for δ ≥ 1.

It rises from 1/√2, for a front moving along the diagonal, to 1, for a front moving along an axis. Over 300 random cases formula (2), with its one-sided branch, agreed with a numerical root of (1) to about 10⁻¹⁴. The smallest φ found was 0.7075, just above the bound 1/√2 ≈ 0.7071.

**3. The algorithm and why one pass suffices**

Every node is either accepted, with a final value, or not. A heap holds trial values and delivers the smallest.

1. Put the source nodes in the heap with their prescribed values, which are never recomputed.
2. Remove the node with the smallest trial value and accept it.
3. For each neighbour that is neither accepted nor a source, solve (1) using accepted neighbours only, and store the root as its trial value.
4. Repeat from 2 until the heap is empty.

Causality says what a root depends on, but not that the needed values are ready in time. That follows from an invariant: after a node x with value t has been accepted, all trial values are at least t.

Before step 3 this holds because t was the smallest value in the heap. Now let a neighbour y have the old trial value v_old ≥ t (infinite if it had none) and the new root v. Including x can only lower one of the a_i, which can only raise the left side of (1), so v ≤ v_old. If v = v_old, then v ≥ t. If v < v_old, suppose that t ≥ v. The term of x would then vanish at T = v, as would the term it replaced, which had an even larger a_i. So v would also solve the old equation, whose only root is v_old, a contradiction. Hence v > t.

The accepted values therefore never decrease. When y is accepted with value T_y, that value solves (1) with the neighbours accepted so far. Neighbours accepted later have values no smaller than T_y, and in (1) they add zero. The accepted value thus solves the full equation, with all neighbours included, and needs no revision.

"One pass" refers to acceptance; a trial value may be recomputed. Each grid edge causes at most one recomputation, when the first of its two ends is accepted. A grid of N nodes has fewer than dN edges, so there are fewer than dN recomputations. With a heap operation costing O(log N), the work is O(N log N) at fixed d. On a 30 × 30 grid with random speeds there were 1740 recomputations, which is the number of edges, 2 × 30 × 29.

**4. Comparison and uniqueness**

Write S[U] for the left side of (1) evaluated with a grid function U. Call U a subsolution if S[U] ≤ s² at all non-source nodes, and V a supersolution if S[V] ≥ s² there.

Comparison principle: if U ≤ V on the source, then U ≤ V everywhere.

Suppose U > V at some nodes, and let x be one of these with the smallest V. It is not a source. Take an axis that is active for V, so that the earlier neighbour y on it has V(y) < V(x). By the choice of x, U(y) ≤ V(y). The smaller neighbour value of U on this axis is then no larger than that of V, and since U(x) > V(x),

U(x) − a_i(U) > V(x) − a_i(V) > 0.

At least one axis is active, because S[V] ≥ s² > 0. Squaring and adding gives S[U] > S[V] ≥ s² at x, which contradicts S[U] ≤ s².

A solution is both a subsolution and a supersolution, so two solutions with the same source values bound each other and are equal. Any iteration that converges to a solution of (1) with these source values must therefore reach the marched result. On the random grid, simultaneous updating of all nodes settled after 37 iterations from very large starting values and after 50 from zero. Both results agreed with marching to all digits kept.

**5. Distance from the differential equation**

Let the exact T be smooth and non-negative, with |∂_ii T| ≤ M, and let the source nodes carry exact values. Where a node at the grid edge lacks a neighbour, let the missing one lie on the later side. With p = ∂_i T at a node, Taylor's theorem gives the two one-sided differences

[T(x) − T(x − h e_i)]/h = p − (h/2) ∂_ii T(ξ₁),
[T(x) − T(x + h e_i)]/h = −p − (h/2) ∂_ii T(ξ₂).

The scheme uses D_i, the largest of these two and zero. A maximum changes by no more than the largest change of its arguments, and max(p, −p, 0) = |p|, so D_i differs from |∂_i T| by at most Mh/2. The length of the vector D then differs from |∇T| = 1/F by at most √d Mh/2. Define, with F_max the largest speed,

q = √d M h F_max/2,  and assume q < 1.

Since √d Mh/2 = q/F_max ≤ q/F,

(1 − q)/F ≤ |D| ≤ (1 + q)/F.

Multiplying T by a constant c > 0 multiplies D by c. So T/(1 + q) is a subsolution and T/(1 − q) a supersolution, and they bracket the exact values on the source because T ≥ 0. The comparison principle gives, for the grid solution T_h,

T/(1 + q) ≤ T_h ≤ T/(1 − q).  (3)

The error relative to T is at most q/(1 − q), which is of first order in h.

A test case is T = x + x²/2 + y + y²/4 + xy/2 on the unit square in dimensionless units, with F = 1/|∇T| and exact values on the edges x = 0 and y = 0. Here M = 1, and the smallest gradient, √2 at the origin, gives F_max = 1/√2 and q = h/2. For h = 0.05 the largest relative error is 0.0124, inside the bound 0.025/0.975 ≈ 0.026. The last halving of h reduces the largest absolute error by a factor 1.96. The sign can also be read off: both second derivatives are positive and the backward differences are the ones used, so D_i < ∂_i T. The exact T is then a subsolution, and T_h lies on or above it.

The bound does not cover points where T has a kink, nor a point source, near which M is unbounded.

**6. Etching under a mask**

A film of thickness w = 40 Å lies on a layer that etches faster. An inert mask covers the surface except for an opening, and X is the distance under the mask from the edge of the opening. Etchant supply is taken as unlimited, so that the speed is set by the local reaction. Each event removes a thickness ℓ at a thermally activated rate. In atomic units Planck's constant is 2π, and the model is

F = ℓ (k_B T_K/2π) exp(−E/k_B T_K),

with T_K the temperature. The parameters are round model values: T_K = 400 K, ℓ = 2 Å, E = 1.00 eV in the film and 0.95 eV in the lower layer. Then k_B T_K = 0.03447 eV and the prefactor rate is 8.335 × 10¹² s⁻¹, so that

F₁ = 2 × 8.335 × 10¹² × exp(−1.00/0.03447) ≈ 4.19 Å/s,
F₂ = F₁ exp(0.05/0.03447) ≈ 4.27 F₁ ≈ 17.88 Å/s.

The direct path along the surface takes X/F₁. The rival path goes down through the film, along the fast layer, and up again. A slanted leg with horizontal reach u costs √(w² + u²)/F₁ and saves u/F₂ of the fast run. Setting the derivative of the difference to zero gives

u/√(w² + u²) = F₁/F₂ = sin θ,

with θ measured from the vertical. With u = w tan θ the net cost of one leg is

w/(F₁ cos θ) − w tan θ/F₂ = w(1 − sin²θ)/(F₁ cos θ) = w cos θ/F₁,

where 1/F₂ = sin θ/F₁ was used. Two legs and the fast run give

T_below = 2w cos θ/F₁ + X/F₂,  for X ≥ 2w tan θ.

Equating this to X/F₁ and multiplying by F₁ gives X_c(1 − sin θ) = 2w cos θ, so

X_c = 2w √[(1 + sin θ)/(1 − sin θ)] = 2w √[(F₂ + F₁)/(F₂ − F₁)].

For F₂ much larger than F₁ this tends to 2w: the detour costs just the two crossings of the film. As F₂ approaches F₁ from above, X_c grows without limit and the direct path wins at any fixed distance.

Here θ = 13.56° and X_c = 80 × √(22.08/13.69) ≈ 101.6 Å. At X = 260 Å the direct path takes 260/4.1925 = 62.0 s, while

T_below = 80 × 0.972/4.1925 + 260/17.883 = 18.55 + 14.54 = 33.09 s,

or 1.368 × 10¹⁸ atomic units of time. Direct numerical minimization over both crossing points confirms the formula. So far under the mask, this model removes the film from below. Its smooth front leaves out the randomness of single removal events, and the speed ℓ times the rate is an assumption. Where sites can also be attacked from the side, a site is exposed by whichever neighbour goes first, and random removal can then move the mean front faster than this. The equal speed in all directions is a further assumption, which a crystalline film need not satisfy. Grid spacings below ℓ refine the numerical solution, not the physical description.

Fast marching gives 32.53, 32.84 and 32.98 s at X = 260 Å for h = 4, 2 and 1 Å. Relative to the least path time the errors are −1.7 %, −0.8 % and −0.3 %. T has kinks here, so (3) does not apply, and the evidence for convergence is this refinement.

At these spacings the marched time at X = 260 Å is early, and one cause can be identified. Nodes on the interface carry the fast speed, so a vertical descent crosses its last film cell in h/F₂ instead of h/F₁. For a purely vertical descent at h = 1 Å this would save 0.239 − 0.056 = 0.183 s. On the slanted path the saving is larger: with exact arrival times imposed in the film, the interface row alone is early by 0.208 s, between the vertical value and the h cos θ/F₁ = 0.232 s that a film thinner by one cell would give. The actual error, −0.110 s, is smaller because a second error of opposite sign enters. The edge of the opening acts like a point source, near which M is unbounded, and the marched time in the film just above the interface at X = 10 Å is late by 0.118 s. The two errors partly cancel, and their sum is not simply proportional to h: the error divided by h is −0.141, −0.126 and −0.110 s/Å for h = 4, 2 and 1 Å. The error is the same at X = 120, 180 and 260 Å, so it does not accumulate along the fast run. The reason is that along this run the vertical neighbours of an interface node are later than the node, so it takes its time from its left neighbour alone and adds exactly h/F₂. The front that rises from the interface through the film is plane, so there M = 0 and, by Section 5, it has no truncation error.

The marched crossover, taken as the first surface node that is later than the node beneath it, lies at 99 Å, less than three cells from X_c.

**7. What the ordering supplies, and where it fails**

Equation (1) can also be solved by visiting the nodes row by row from the surface down, each row from left to right. At h = 4 Å one such pass gives 62.0 s at X = 260 Å, the direct time. The surface row was computed before anything was known about the fast layer. Repeated passes reach the marched solution after 11 passes that change values. This number can be understood: the first pass reaches the interface, ten cells down, and each later pass carries the attack from below up by one row. The heap finds the same order of dependence without knowing the layout.

The argument can fail when the speed depends on the direction of the front. Let ∇T·D∇T = 1 with a symmetric positive matrix D, and write p = ∇T. The time for a displacement r is the largest p·r allowed by this condition, which by the Cauchy–Schwarz inequality is √(r·D⁻¹r), reached when r is parallel to Dp. Arrivals thus travel along Dp, not along p.

Take unit diagonal elements, off-diagonal elements 0.8, h = 1, and a plane front with p = (−0.384, 1.280) that reaches the node at the origin at time 0. Then Dp = (0.640, 0.973), so the arrival comes from between the left and the lower neighbour. Their times are 0.384 and −1.280. The left neighbour is later than the node it helps to determine. Both together give the correct value 0.000; the earlier one alone gives −1.2804 + 1.6667 = 0.3863, where 1.6667 = 1/√(1 − 0.8²) is √(r·D⁻¹r) for the unit step r = (0, 1). The order of acceptance can then no longer follow the order of dependence on this stencil. If D is diagonal in the grid axes, each component of Dp has the sign of that of p, and this failure does not arise.

Two further conditions matter in practice. If F changes sign, the front can pass a point more than once and a single T(x) does not describe it. If the speed depends on shadowing by the evolving profile, F is not known as a function of position beforehand, and the one-pass proof does not apply. The numerical output below lists the main values used here.

Numbers as computed

```
update minus numerical root, largest: 2.2e-14
update minus least-time path, largest: 2.2e-14
smallest (T - min a)/s found: 0.7075
random grid: nodes 900, recomputations 1740
iterations from above 37, from below 50
march minus iteration, above: 0.0e+00
march minus iteration, below: 0.0e+00
smooth test h=0.0500: q=0.02500, largest relative error=0.01238
smooth test h=0.0250: q=0.01250, largest relative error=0.00676
smooth test h=0.0125: q=0.00625, largest relative error=0.00362
smooth test, error ratio on last halving of h: 1.959
anisotropic: gradient (-0.384, 1.280)
anisotropic: ray direction (0.640, 0.973)
anisotropic: left value 0.384, lower value -1.280
anisotropic: node from both neighbours 0.000
anisotropic: node from earlier neighbour only 0.386
temperature: 400 K, kT: 0.03447 eV
barriers: film 1.00 eV, lower layer 0.95 eV
thickness removed per event: 2.0 angstrom
attempt rate kT/h: 8.3346e+12 1/s
speed in film F1: 4.1925 angstrom/s
speed in lower layer F2: 17.8832 angstrom/s
speed ratio F2/F1: 4.2655
film thickness 40, opening edge at x = 40 angstrom
grid width 320, grid depth 80 angstrom
ray angle from vertical: 13.56 degrees
crossover distance, formula: 101.59 angstrom
crossover distance, marching at h=1: 99 angstrom
X=60 angstrom: direct 14.311 s, least path 14.311 s, marched (h=1) 14.311 s
X=120 angstrom: direct 28.623 s, least path 25.260 s, marched (h=1) 25.150 s
X=180 angstrom: direct 42.934 s, least path 28.615 s, marched (h=1) 28.505 s
X=260 angstrom: direct 62.016 s, least path 33.089 s, marched (h=1) 32.979 s
h=4 angstrom: nodes 1701, recomputations/node 1.934, T(260)=32.526 s, error -0.563 s
h=2 angstrom: nodes 6601, recomputations/node 1.966, T(260)=32.837 s, error -0.252 s
h=1 angstrom: nodes 26001, recomputations/node 1.983, T(260)=32.979 s, error -0.110 s
one slow cell at h=1 takes 0.239 s
single row-by-row pass, h=4: T(260) = 62.016 s
row-by-row passes that changed values, h=4: 11
least path time at X=260: 1.3679e+18 atomic units
```
